Electrostatic energy of alternating stripes of surface charge, part 2

We seek the electrostatic energy per unit area, in SI units, of parallel stripes of width w carrying surface charge +σ and −σ in turn, first on one plane in vacuum and then on a ferroelectric film. The stripes run along y, and the stripe 0 < x < w is positive. The charge is σ(x) = Σ σ_n sin(k_n x), with k_n = nπ/w and

σ_n = 4σ/(nπ), n = 1, 3, 5, ….  (2)

For the isolated plane z = 0, with potential φ and its harmonic amplitudes φ_n, the results are

φ_n = σ_n/(2ε₀k_n),  (4)

U = ½⟨σ(x)φ(x,0)⟩,  (5)

U = Σ σ_n²/(8ε₀k_n),  (6)

U = 7ζ(3)σ²w/(4π³ε₀) ≈ 0.0678 σ²w/ε₀.  (1)

Here ⟨…⟩ is the average over one period and ζ(3) ≈ 1.20206. A direct Coulomb sum and a field integral confirmed the coefficient, 0.067844 to more digits. The potential at the centre of a positive stripe and the normal field just above the plane are

φ_c = 2Gσw/(π²ε₀) ≈ 0.1856 σw/ε₀,  (10)

E_z(x,0⁺) = σ(x)/(2ε₀),  (11)

where G ≈ 0.915966 is Catalan's constant.

The free-standing film has thickness d, faces at z = ±d/2 and vacuum outside. Its spontaneous polarization along z alternates between +σ and −σ, giving bound charge σ(x) on the upper face and −σ(x) on the lower. The domain walls carry no charge. The further response is linear, with relative permittivities ε_x across the stripes and ε_z along the normal. Along an axis with permittivity ε, the induced polarization is ε₀(ε − 1)E. The energy per volume is ½ε₀εE², of which the field itself stores ½ε₀E² and the material the rest. The rule ½⟨σφ⟩ holds for each face, with φ the potential in the presence of the material.

Inside the film, harmonics vary as exp(±q_n z), with q_n = k_n √(ε_x/ε_z). The potential is odd about the midplane. With φ_n now its amplitude at the upper face, Gauss's law there gives

ε₀[k_n + ε_zq_n coth(q_nd/2)]φ_n = σ_n.

With κ = √(ε_xε_z), the product ε_zq_n equals κk_n, and therefore

φ_n = σ_n/{ε₀k_n[1 + κ coth(q_nd/2)]}.  (15)

The lower face has both charge and potential reversed, so it contributes the same energy. Each face has

U_face = ¼ Σ σ_nφ_n.  (16)

Equation (15) was tested against a finite-difference solution for k = 1 and d = 1.2 in dimensionless units, with (ε_x, ε_z) equal to (1, 1), (5, 2) and (2, 7). The potentials agreed to within one part in 10⁴, relative to the formula.

Three limits show what the film does. First, remove the dielectric response by setting ε_x = ε_z = 1. Then κ = 1, q_n = k_n, and

1 + coth(k_nd/2) = 2/[1 − exp(−k_nd)].

Each harmonic has its isolated-plane energy multiplied by 1 − exp(−k_nd). The exponential is the attraction between opposite charges on the two faces, and it disappears when the film is much thicker than the stripes are wide.

Secondly, keep the dielectric but make the film thick, so that q_nd is large for every n. The hyperbolic cotangent tends to 1, and the factor 2 in φ_n = σ_n/(2ε₀k_n) is replaced by 1 + κ. All harmonics are reduced equally, so

U_face = [2/(1 + κ)] · 7ζ(3)σ²w/(4π³ε₀).  (17)

The vacuum side contributes the 1 in the denominator and the material side contributes κ.

Thirdly, let the stripes become very wide at fixed thickness. For the harmonics that carry most of the charge, coth(q_nd/2) is then close to 2/(q_nd). Since κ/q_n = ε_z/k_n, equation (15) becomes φ_n ≈ σ_nd/(2ε₀ε_z) when k_nd is also small compared with 2ε_z. The mean square charge is σ² = ½Σσ_n², and the two faces together have the energy

2U_face ≈ σ²d/(2ε₀ε_z).

This is the energy of a parallel-plate capacitor with fixed charge. The growth of the energy with w therefore stops when the stripes are wide enough for the faces to interact strongly.

In a thick film the electrostatic energy can be balanced against that of the domain walls. Let a wall cost the energy γ per wall area, independent of w. There is one wall of height d in each width w, so walls cost γd/w per film area. Write U_face = cw, with c taken from equation (17). The total for two faces is γd/w + 2cw. Setting its derivative with respect to w to zero gives −γd/w² + 2c = 0, or

w = √(γd/2c).

The second derivative, 2γd/w³, is positive, so this is a minimum. The square-root law holds at fixed σ, γ and permittivities, and only if the width it predicts is small enough compared with d for equation (17) to apply.

A real wall also has a finite width. Replace each sharp edge by a profile σ tanh(x/δ). For δ much smaller than w this is the square wave convolved with sech²(x/δ)/(2δ), a peak of unit area. Convolution with an even peak leaves a sine a sine and multiplies its amplitude by the cosine transform of the peak. With t = x/δ and b = k_nδ, that factor is

R_n = ½ ∫ sech²t exp(ibt) dt.

Shifting the path of integration upwards by iπ leaves sech²t unchanged and multiplies the exponential by exp(−πb). Between the two paths lies the double pole t = iπ/2, near which sech²t behaves as −1/(t − iπ/2)². Its residue is −ib exp(−πb/2). The residue theorem gives

[1 − exp(−πb)] ∫ sech²t exp(ibt) dt = 2πb exp(−πb/2).

Dividing by the bracket and multiplying by ½,

R_n = a/sinh a, a = πk_nδ/2.  (18)

Direct quadrature of the tanh profile with δ = 0.1w confirmed this for n = 1, 3 and 5 to within one part in 10⁶. The energy of each harmonic is multiplied by R_n², so high harmonics are suppressed first.

For a worked example, take rough values in the regime of lead titanate, a ferroelectric in which nanometre-scale stripe domains are known in thin films. Let σ = 70 µC/cm², w = 4.0 nm, d = 10.0 nm, ε_x = 120, ε_z = 40 and δ = 0.3 nm. The charge is 0.70 C/m² in SI units, and with ε₀ = 8.854 × 10⁻¹² F/m the isolated plane has

U = 0.067844 × (0.70)² × 4.0 × 10⁻⁹/(8.854 × 10⁻¹²)
= 15.0 J/m² = 93.7 eV/nm².

This is the energy of the ideal charge sheet, and its other properties show that it cannot be the energy of the material. The potential at a stripe centre would be

φ_c = 0.185613 × 0.70 × 4.0 × 10⁻⁹/(8.854 × 10⁻¹²)
= 58.7 V,

and the normal field beside the plane would be 395 MV/cm.

The second face is not the cause of the discrepancy. Without dielectric response it lowers the energy by only 0.037 %, because the film is 2.5 stripe widths thick. The response of the material is decisive. Here κ = √(120 × 40) = 69.28, and equation (17) applies closely:

2/(1 + κ) = 2/70.28 = 0.02846,

U_face = 0.02846 × 15.018 J/m²
= 0.427 J/m² = 2.67 eV/nm².

The full sum in equation (16), with the actual thickness, gives the same ratio to the printed digits. The finite wall width lowers this film energy by a further 6.5 %, at fixed σ, w and permittivities.

The linear response that brings about the large reduction must itself be examined. In a thick film the normal field just below the upper face has amplitude −q_nφ_n. By equation (15) the ratio of this amplitude to σ_n is the same for all n, so the field is again a square wave:

E_z = −√(ε_x/ε_z) σ(x)/[ε₀(1 + κ)].  (19)

It opposes the spontaneous polarization and has magnitude 19.5 MV/cm here. The induced polarization is ε₀(ε_z − 1)E_z, and its size relative to the spontaneous one is

(ε_z − 1)√(ε_x/ε_z)/(1 + κ) = 0.961.

Close to the face, the model thus cancels almost all of the polarization whose small changes it was meant to describe. This is no accident of the chosen numbers: when ε_z and κ are both large the ratio tends to 1. The change along the face is larger still. The field E_x at the face has amplitudes k_nφ_n, so the induced polarization across the stripes has amplitudes (ε_x − 1)σ_n/(1 + κ) = 1.69σ_n. At a wall these add up to about 3.2σ, in a field of 21 MV/cm, for δ = 0.3 nm, and they diverge logarithmically for a sharp wall. A constant permittivity cannot be trusted for so large a change. The value 0.43 J/m² is consequently the answer of the linear model and not a reliable estimate for the material. A reliable energy needs a nonlinear description in which the polarization can shrink and rotate near the surface. In the thick film the vacuum side holds the share 1/(1 + κ) of the linear energy, and the material side holds κ/(1 + κ), split equally between the two axes, with only the fraction 1/ε of each part stored in the field itself. The field thus carries [1 + (κ/2)(1/ε_x + 1/ε_z)]/(1 + κ) ≈ 3 % of the energy here, and the rest is the cost to the material of changing its polarization. A real ferroelectric can shrink or rotate its polarization by a large amount at less cost than the quadratic law assigns, so the true energy may be well below the linear value.

The potential raises a separate question. In the linear model with sharp walls its value at a stripe centre on the face is 1.67 V, so the swing between neighbouring stripes is 3.34 V; the wall width δ = 0.3 nm lowers these to 1.65 V and 3.30 V. The same difference exists between the two faces within one domain. Electron energies shift by −e times the potential, where e is the elementary charge. The conduction band is therefore lowest at a positive stripe, and the valence band is highest at a negative one. For a gap of roughly 3.4 eV the shift is about 0.98 of the gap. In this rigid-band picture the bands just fail to overlap, and elastic tunnelling from the valence band at one centre to the conduction band at the other remains closed. The margin is smaller than the uncertainty of the inputs, and the potential itself comes from the linear model whose limits have just been shown. Wider stripes would close it, since the potential of a thick film grows in proportion to w, and electrons could then move so as to reduce the charge.

The normal field just inside the face is also about six times a rough breakdown field of 3 MV/cm, and the field along the face at a wall is of the same size. That comparison is a warning rather than a prediction of failure. A breakdown field refers to a field sustained across a whole film, whereas the field of the first harmonic decays within the film over the depth 1/q₁, which is less than one stripe width. Even so, the 3.34 V between the two faces of a domain, divided by the thickness of 10 nm, gives a mean field of 3.3 MV/cm along the domain's centre, close to the same breakdown value.

A real lead titanate film need not have the bare faces assumed here. Adsorbed ions, mobile carriers or electrodes can supply compensating charge. Full compensation here requires 4.37 elementary charges per nm². If a fraction f of the charge is compensated in the same stripe pattern, every σ_n is multiplied by 1 − f, and the energy by (1 − f)². Compensation of 10 % thus lowers the energy by 19 %, and complete compensation removes it. An ideal metal touching both faces achieves the latter, because it holds them at a common potential and makes ½⟨σφ⟩ zero for the neutral pattern. The films in which such stripes are observed are grown on substrates. A substrate changes the response on its side of the film and clamps the film mechanically, and neither effect is included in the free-standing result.

Temperature acts through the polarization as well. A simple mean-field law, P² proportional to T_c − T, with a transition temperature T_c of roughly 760 K, gives a fractional loss of energy on warming by 100 K from 300 K of

100/(760 − 300) = 22 %,

at fixed stripe width and permittivities. The value 760 K belongs to the bulk crystal; a film clamped to a compressive substrate has a higher transition temperature and can have a continuous transition. The transition of bulk lead titanate is discontinuous, and well below it the polarization falls more slowly than this law says, so the loss from the polarization alone is smaller. The permittivities rise on warming, and through κ they lower the energy further.

These effects differ greatly in size. For the example's numbers, linear dielectric response lowers the vacuum energy by a factor of about 35. The finite wall width lowers the film energy by 6.5 %, and warming by 100 K lowers it by 22 % in the mean-field law with fixed permittivities. Compensation can take it anywhere down to zero. Equation (1) keeps its place as the energy of the fixed charge pattern in vacuum; its use for a ferroelectric film depends first on how the material and its surroundings respond to that charge. The numerical output gives the individual values.

Calculated quantities

```
energy coefficient, formula: 0.06784431
energy coefficient, Coulomb sum: 0.06784431
energy coefficient, field integral: 0.067844
zeta(3): 1.2020569
sum of 1/n^3 over odd n: 1.0517998
share of first harmonic in energy: 95.08 %
Catalan constant: 0.915966
centre potential coefficient, formula: 0.185613
centre potential coefficient, Coulomb: 0.185613
input surface charge: 70 uC/cm2
input stripe width: 4.0 nm
input film thickness: 10.0 nm
input permittivity in plane: 120 (relative)
input permittivity along normal: 40 (relative)
input wall half-width: 0.3 nm
input band gap: 3.4 eV
input breakdown field: 3.0 MV/cm
input transition temperature: 760 K
input temperature of use: 300 K
input warming: 100 K
vacuum energy per area: 15.018 J/m2
vacuum energy, converted: 93.74 eV/nm2
vacuum centre potential: 58.70 V
vacuum normal field: 395.3 MV/cm
second face lowers vacuum energy by: 0.0369 %
kappa: 69.28
thick-film reduction 2/(1+kappa): 0.02846
dielectric film energy per face: 0.4274 J/m2
dielectric film energy, converted: 2.667 eV/nm2
film energy / vacuum energy: 0.02846
finite wall lowers film energy by: 6.46 %
film centre potential: 1.670 V
film potential swing between stripes: 3.341 V
swing times e / gap: 0.983
field inside film at face: 19.48 MV/cm
inside field / breakdown field: 6.49
induced / spontaneous polarization: 0.961
charge for full compensation: 4.37 e/nm2
10 % compensation lowers energy by: 19 %
warming lowers energy by (mean field): 22 %
```
